# Stress-fluctuation formula for elastic constants and its zero-temperature limit, part 2

The problem is to find the isothermal elastic constants of $N$ classical nuclei, with masses $m_I$, positions $\mathbf r_I$ and momenta $\mathbf p_I$, in a periodic cell of unstrained volume $V$, and their limit as $T\to0$. Atomic units with $\hbar=k_B=1$ are used in the algebra, so $T$ is an energy.

A deformation $F$ gives $\mathbf r_I=F\mathbf X_I$ and the strain $F^{\mathsf T}F=1+2\eta$, with $\eta=\sum_\alpha e_\alpha E_\alpha$. $E_1,E_2,E_3$ have a single entry 1 at $xx$, $yy$, $zz$; $E_4$ has entries $\tfrac12$ at $yz$ and $zy$, and $E_5,E_6$ likewise at $xz$ and $xy$. By rotation invariance the potential energy is $U(X,\eta)$. A subscript $\alpha$ means $\partial/\partial e_\alpha$ at $e=0$, at fixed $X$ for $U$.

With $Z$ the partition function and $A=-T\ln Z$, $C_{\alpha\beta}=A_{\alpha\beta}/V$, $\sigma^U_\alpha=U_\alpha/V$, $C^B_{\alpha\beta}=U_{\alpha\beta}/V$ (the Born term) and $I_{\alpha\beta}=2\,\mathrm{tr}(E_\alpha E_\beta)$. Averages $\langle\cdot\rangle$ are canonical, in the unstrained cell, and $\mathrm{cov}(f,g)=\langle fg\rangle-\langle f\rangle\langle g\rangle$.

Part I integrated out the momenta. With $Q(\eta)=\int d^{3N}X\,e^{-U(X,\eta)/T}$ it found

$$\partial_\alpha\partial_\beta(-T\ln Q)=\langle U_{\alpha\beta}\rangle-\frac1T\,\mathrm{cov}(U_\alpha,U_\beta),\tag{5}$$

$$\sigma_\alpha=\langle\sigma^U_\alpha\rangle-\frac{NT}{V}\mathrm{tr}E_\alpha,\qquad C_{\alpha\beta}=\langle C^B_{\alpha\beta}\rangle-\frac VT\,\mathrm{cov}(\sigma^U_\alpha,\sigma^U_\beta)+\frac{NT}{V}I_{\alpha\beta}.\tag{6}$$

Tension is positive. Under hydrostatic pressure $P$ the slopes of the Cauchy stress against strain are

$$B_{11}=C_{11}-P,\qquad B_{12}=C_{12}+P,\qquad B_{44}=C_{44}-P.\tag{7}$$

For displacements $x$ from a nondegenerate minimum, $H_{ab}=\partial^2U/\partial x_a\partial x_b$ and $\Lambda_{\alpha a}=\partial^2U/\partial e_\alpha\partial x_a$ at $x=0$, $e=0$. Uniform translations $t$ satisfy

$$Ht=0,\qquad \Lambda t=0.\tag{8}$$

On the space orthogonal to them $H$ has eigenvalues $\lambda_\nu>0$ and inverse $H^+$, and

$$C(T\to0)=C^B-\frac1V\,\Lambda H^{+}\Lambda^{\mathsf T}.\tag{2}$$

The pairing rule for independent unit Gaussians is $\langle g_\mu g_\nu g_\rho g_\sigma\rangle=\delta_{\mu\nu}\delta_{\rho\sigma}+\delta_{\mu\rho}\delta_{\nu\sigma}+\delta_{\mu\sigma}\delta_{\nu\rho}$.

## Part II. Derivation in phase space, comparison and a worked example

The symbols are those of Part I: $N$ classical nuclei in a cell of volume $V$, atomic units with $\hbar=k_B=1$, deformation $F$ with $F^{\mathsf T}F=1+2\eta$, $\eta=\sum e_\alpha E_\alpha$, reference coordinates $\mathbf X_I=F^{-1}\mathbf r_I$, subscripts $\alpha$ for strain derivatives at fixed $X$, $\sigma^U_\alpha=U_\alpha/V$, $C^B_{\alpha\beta}=U_{\alpha\beta}/V$, and $I_{\alpha\beta}=2\,\mathrm{tr}(E_\alpha E_\beta)$ with $I_{11}=2$, $I_{12}=0$, $I_{44}=1$. The results to be reached again are (6), $C=\langle C^B\rangle-(V/T)\,\mathrm{cov}(\sigma^U,\sigma^U)+(NT/V)I$, and (2), $C(0)=C^B-\Lambda H^+\Lambda^{\mathsf T}/V$. Also used are the identity (5), $\partial_\alpha\partial_\beta(-T\ln\int e^{-U/T})=\langle U_{\alpha\beta}\rangle-\mathrm{cov}(U_\alpha,U_\beta)/T$ on a fixed domain, the Gaussian pairing rule, and the slopes (7), $B_{11}=C_{11}-P$, $B_{12}=C_{12}+P$, $B_{44}=C_{44}-P$.

### Second derivation: a canonical transformation

Transform positions and momenta together, $\mathbf r_I=F\mathbf X_I$ and $\mathbf p_I=F^{-\mathsf T}\boldsymbol\Pi_I$. Then $\mathbf p\cdot d\mathbf r=\boldsymbol\Pi\cdot d\mathbf X$, so the map is canonical, and its Jacobian is $\det F\cdot\det F^{-\mathsf T}=1$ per nucleus. Since $\mathbf p\cdot\mathbf p=\boldsymbol\Pi^{\mathsf T}F^{-1}F^{-\mathsf T}\boldsymbol\Pi=\boldsymbol\Pi^{\mathsf T}(F^{\mathsf T}F)^{-1}\boldsymbol\Pi$, the whole strain dependence of $Z$ is in the Hamiltonian

$$\mathcal H(\eta)=K(\Pi,\eta)+U(X,\eta),\qquad K=\sum_I\frac{\boldsymbol\Pi_I^{\mathsf T}(1+2\eta)^{-1}\boldsymbol\Pi_I}{2m_I},$$

on a fixed domain. The steps that gave (5) apply with $\mathcal H$ in place of $U$:

$$VC_{\alpha\beta}=\langle K_{\alpha\beta}\rangle+\langle U_{\alpha\beta}\rangle-\frac1T\,\mathrm{cov}(\mathcal H_\alpha,\mathcal H_\beta).\tag{10}$$

The series $(1+2\eta)^{-1}=1-2\eta+4\eta^2-\dots$ has first derivative $-2E_\alpha$ and second derivative $4(E_\alpha E_\beta+E_\beta E_\alpha)$, and $\boldsymbol\Pi=\mathbf p$ at $\eta=0$, so

$$K_\alpha=-\sum_I\frac{\mathbf p_I^{\mathsf T}E_\alpha\mathbf p_I}{m_I},\qquad K_{\alpha\beta}=\sum_I\frac{2}{m_I}\,\mathbf p_I^{\mathsf T}(E_\alpha E_\beta+E_\beta E_\alpha)\mathbf p_I .$$

The quantity $\hat\sigma_\alpha=\mathcal H_\alpha/V$ is the full instantaneous stress, $\hat\sigma_{ij}=\sigma^U_{ij}-V^{-1}\sum_Ip_{Ii}p_{Ij}/m_I$. The momentum components are independent Gaussians with $\langle p_ip_j\rangle=mT\delta_{ij}$. This gives $\langle K_\alpha\rangle=-NT\,\mathrm{tr}E_\alpha$, the ideal-gas stress of (6), and $\langle K_{\alpha\beta}\rangle=N\cdot2T\cdot2\,\mathrm{tr}(E_\alpha E_\beta)=2NT\,I_{\alpha\beta}$. Equation (10) becomes

$$C_{\alpha\beta}=\langle C^B_{\alpha\beta}\rangle-\frac VT\,\mathrm{cov}(\hat\sigma_\alpha,\hat\sigma_\beta)+\frac{2NT}{V}I_{\alpha\beta}.\tag{11}$$

The weight $e^{-K/T}e^{-U/T}$ is a product, so $\mathrm{cov}(K_\alpha,U_\beta)=0$ and the covariance in (10) is $\mathrm{cov}(U_\alpha,U_\beta)+\mathrm{cov}(K_\alpha,K_\beta)$. Different nuclei are independent, so the kinetic part is $N$ times that of one nucleus. The pairing rule gives $\langle p_ip_jp_kp_l\rangle=m^2T^2(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Contracted with $(E_\alpha)_{ij}(E_\beta)_{kl}/m^2$, the first pairing is the product of the means and cancels, and the other two give $T^2I_{\alpha\beta}$. Thus $\mathrm{cov}(K_\alpha,K_\beta)/T=NT\,I_{\alpha\beta}$, and the net kinetic contribution to $VC$ is $2NT\,I-NT\,I=NT\,I$. Equation (11) is therefore (6).

If the centre of mass is removed, position and momentum both, an orthogonal transformation among the mass-weighted momenta $\boldsymbol\Pi_I/\sqrt{m_I}$ separates the total momentum from $N-1$ independent vectors and keeps the form of $K$, $K_\alpha$ and $K_{\alpha\beta}$. The same averages then give $N-1$ in place of $N$ in (11) and (6), a change of $-(T/V)I$ in $C$.

### The low-temperature free energy

The limit can be taken in $A(\eta)$ before differentiating. On the space orthogonal to translations $H$ is invertible, so by the implicit function theorem the condition $\partial U/\partial x=0$ has a smooth solution $x^*(e)$ near $e=0$. Its derivative follows from differentiating the condition, $Hx^*_\beta+\Lambda^{\mathsf T}_\beta=0$, or $x^*_\beta=-H^+\Lambda_\beta^{\mathsf T}$. For $U_{\min}(e)=U(x^*(e),e)$ the first derivative is $U_\alpha(x^*(e),e)$, because the term in $\partial U/\partial x$ vanishes, and the second is

$$\partial_\alpha\partial_\beta U_{\min}=U_{\alpha\beta}+\Lambda_\alpha x^*_\beta=U_{\alpha\beta}-\Lambda_\alpha H^+\Lambda_\beta^{\mathsf T}.\tag{12}$$

Now evaluate $Z(\eta)$ in the original Cartesian variables, where the momentum integral is independent of strain. Split the displacement from the relaxed positions into a uniform translation and its orthogonal complement, with a constant Jacobian. The translation runs over the deformed cell and gives $V(\eta)=V\det F$. The complement gives $e^{-U_{\min}/T}\prod_\nu(2\pi T/\lambda_\nu(\eta))^{1/2}\,[1+O(T)]$, where $\lambda_\nu(\eta)$ are the $3N-3$ nonzero eigenvalues of the Cartesian force-constant matrix at the relaxed strained structure; the $\sqrt T$ correction is odd and vanishes. Hence

$$A(\eta)=U_{\min}(\eta)+T\left[\tfrac12\sum_\nu\ln\lambda_\nu(\eta)-\ln V(\eta)\right]+f(T)+O(T^2).\tag{13}$$

With all $\lambda_\nu$ bounded away from zero near $\eta=0$ the coefficients are smooth in $\eta$ and may be differentiated. The first term gives (2) through (12). The bracket gives the initial slope at fixed reference cell, using $-\partial_\alpha\partial_\beta\ln V(\eta)=I_{\alpha\beta}$:

$$\left.\frac{dC_{\alpha\beta}}{dT}\right|_{0}=\frac1V\left[\tfrac12\sum_\nu\partial_\alpha\partial_\beta\ln\lambda_\nu+I_{\alpha\beta}\right].\tag{14}$$

The sum runs over all modes of the cell, at every wave vector the cell admits, so the slope depends on cell size although $C(0)$ does not.

### What each derivation assumes

Both need rotation invariance of $U$, two continuous strain derivatives, the canonical weight at fixed cell and a domain that is fixed in reference coordinates. The first integrates out the momenta at the start and drops the result as a constant, which is justified because the kinetic energy in Cartesian momenta depends on neither positions nor cell. Its kinetic term comes from the volume element, and the masses enter only the dropped constant. The second keeps the momenta, and up to (10) it needs only a Hamiltonian that depends on the deformation through $\eta$. The explicit form of $K$ enters at (11), and the factorized Gaussian weight enters in the reduction to (6). It identifies the fluctuating quantity as the stress of a phase-space point, which is what a trajectory records. In numerical work (6) contains the momentum averages in closed form, whereas (11) estimates one of them by sampling.

For the limit, the first route expands each average about the unstrained minimum. It shows which term carries the relaxation, and it needs the orthogonality $\Lambda t=0$ and parity. The second follows the minimum under strain. It does not resolve the three terms, but it yields the slope (14) without enumerating the cubic and quartic contributions to each average. Both are carried out for a single basin, to which copies with the same strain derivatives and the same correction may be added, and both need positive $\lambda_\nu$.

Both are classical. The same Gaussian integral in mass-weighted coordinates differs by a constant Jacobian, so $\tfrac12\sum\ln\lambda_\nu=\sum\ln\omega_\nu+\text{const}$ with $\omega_\nu$ the mode frequencies. For quantum nuclei the harmonic term $T\ln(\omega/T)$ is replaced by $T\ln[2\sinh(\omega/2T)]$, which agrees with it for $T\gg\omega$ and tends to $\omega/2$ for $T\to0$. Then (2) acquires the zero-point term $(2V)^{-1}\sum_\nu\partial_\alpha\partial_\beta\omega_\nu$ in the harmonic approximation, and (14) does not apply.

### Worked example: the model at $T=0$

Take a diamond lattice with two nuclei per cell and a fixed list of bonds. With $c=r_0/\sqrt3$, the four bond vectors from the first nucleus are $\mathbf y_k=\mathbf d_k+\mathbf u$, where $\mathbf d_k=c\,\mathbf s_k$ with $\mathbf s_0=(1,1,1)$, $\mathbf s_1=(1,-1,-1)$, $\mathbf s_2=(-1,1,-1)$, $\mathbf s_3=(-1,-1,1)$, and $\mathbf u$ is the relative displacement of the two nuclei. The cubic lattice constant is $4c$ and $V=(4c)^3/4=16c^3$. In terms of $g_{kl}=\mathbf y_k^{\mathsf T}(1+2\eta)\mathbf y_l$ and $r_k=g_{kk}^{1/2}$,

$$U=\sum_kD\left(1-e^{-\gamma(r_k-r_0)}\right)^2+2\sum_{k<l}\frac{\kappa}{2r_0^2}\left(g_{kl}+\frac{r_0^2}{3}\right)^2,$$

a Morse term per bond and a Keating-type term per angle, the factor 2 counting the angles at both nuclei. The parameters are round model values, $D=2$ eV, $\gamma=1.5$ Å$^{-1}$, $r_0=2.5$ Å, $\kappa=0.75$ eV/Å$^2$, so $c=1.44338$ Å and $V=48.1125$ Å$^3$.

At $\mathbf u=0$, $\eta=0$ every term vanishes, since $r_k=r_0$ and $\mathbf d_k\cdot\mathbf d_l=-c^2=-r_0^2/3$. Each term is then quadratic in the first-order change $\delta g_{kl}=2\mathbf d_k^{\mathsf T}\eta\,\mathbf d_l+(\mathbf d_k+\mathbf d_l)\cdot\mathbf u$. A bond has energy $D\gamma^2\delta r^2$ with $\delta r=\delta g/2r_0$ and $r_0^2=3c^2$, that is $D\gamma^2\delta g^2/12c^2$, and an angle has $\kappa\,\delta g^2/6c^2$. With $a=4D\gamma^2/3=6$ eV/Å$^2$ and $b=8\kappa/3=2$ eV/Å$^2$,

$$U_2=\frac{a}{16c^2}\sum_k\delta g_{kk}^2+\frac{2b}{16c^2}\sum_{k<l}\delta g_{kl}^2 .$$

For shear $\eta=eE_4$ and $\mathbf u=u\hat{\mathbf x}$, $2\mathbf d_k^{\mathsf T}\eta\,\mathbf d_l=ec^2(s_{ky}s_{lz}+s_{kz}s_{ly})$. For a bond $s_ys_z=s_x$, so $\delta g_{kk}=2cs_{kx}(u+ce)$, and four bonds give $a(u+ce)^2$. The pair $(0,1)$ has $\delta g=2c(u-ce)$, the pair $(2,3)$ has $-2c(u-ce)$, and for the other four pairs both parts vanish; the angles give $b(u-ce)^2$. The components $u_y,u_z$ couple neither to $e$ nor to $u$, because $\sum_ks_{ki}s_{kj}=4\delta_{ij}$ and each $\mathbf d_k+\mathbf d_l$ lies along one axis, which is $x$ for the two strained pairs. From $U_2=a(u+ce)^2+b(u-ce)^2$,

$$h=\partial_u^2U=2(a+b),\qquad \ell=\partial_u\partial_eU=2(a-b)c,\qquad VC^B_{44}=2(a+b)c^2 .$$

In the two nuclear $x$ coordinates $H$ has the optical eigenvector $(-1,1)/\sqrt2$ with eigenvalue $2h$, and $\Lambda_4=(-\ell,\ell)$, so $\Lambda H^+\Lambda^{\mathsf T}=2\ell^2/2h=\ell^2/h$. The relaxed displacement is $u=-\ell e/h=-\zeta ce$ with the Kleinman parameter $\zeta=(a-b)/(a+b)$, and $C_{44}=C^B_{44}(1-\zeta^2)$ with $C^B_{44}=(a+b)/8c$. The numbers are $h=16$ eV/Å$^2$, $\ell=8\times1.44338=11.547$ eV/Å, $\zeta=0.5$, $du/de=-0.7217$ Å, and

$$C^B_{44}=\frac{8}{8\times1.44338}=0.6928,\qquad \frac{\ell^2}{hV}=\frac{11.547^2}{16\times48.1125}=0.1732,\qquad C_{44}=0.5196\ \text{eV/Å}^3 .$$

With 1 eV/Å$^3=160.2$ GPa, relaxation lowers $C_{44}$ from 111.0 to 83.3 GPa, by $\zeta^2=25\%$ of the Born value. Newton minimization of the full energy at each strain with a five-point second difference gives $0.519615$ eV/Å$^3$ in the 2-atom cell and in a 16-atom cell started from random displacements.

For $\eta=e_1E_1+e_2E_2$ the bonds have $\delta g_{kk}=2c^2(e_1+e_2)$ and the angles $2c^2(e_1\pi_x+e_2\pi_y)$ with $\pi_i=s_{ki}s_{li}$. Since $\pi_x\pi_y=\pi_z$, which is $+1$ for two pairs and $-1$ for four, $U_2=ac^2(e_1+e_2)^2+bc^2(3e_1^2+3e_2^2-2e_1e_2)$. This gives $C_{11}=(a+3b)/8c=1.0392$ and $C_{12}=(a-b)/8c=0.3464$ eV/Å$^3$. There is no coupling to $\mathbf u$, because $\sum_k\mathbf s_k=0$ and the pairs with opposite $\mathbf d_k+\mathbf d_l$ have equal $\pi_i$.

### Worked example: finite temperature

Each term $\phi(g)$ of $U$ depends on one $g$, which is linear in $\eta$ with $g_\alpha=2\mathbf y_k^{\mathsf T}E_\alpha\mathbf y_l$, so $U_\alpha=\sum\phi'g_\alpha$ and $U_{\alpha\beta}=\sum\phi''g_\alpha g_\beta$ at any $\mathbf u$. The averages in (6) are integrals over $\mathbf u$, done here on a uniform three-dimensional grid about the minimum that extends until the weight is negligible. The lattice constant is held at $4c$ and $N=2$. The values in eV/Å$^3$ carry six decimals to show the small terms, not because the model describes a material that finely.

| $T$ (K) | Born 44 | covariance 44 | kinetic 44 | $C_{44}$ |
|---|---|---|---|---|
| 5 | 0.692865 | 0.173245 | 0.000018 | 0.519638 |
| 10 | 0.692910 | 0.173286 | 0.000036 | 0.519661 |
| 300 | 0.695495 | 0.175595 | 0.001075 | 0.520975 |
| 600 | 0.698120 | 0.177934 | 0.002149 | 0.522335 |

The combination $2f(5\,\mathrm K)-f(10\,\mathrm K)$ removes the term linear in $T$, and for the covariance column, before rounding, it gives $0.173205$, the value of $\ell^2/hV$. At 600 K, $k_BT=0.051704$ eV, the kinetic term is $2\times0.051704/48.1125=0.002149$, and

$$C_{44}=0.698120-0.177934+0.002149=0.522335,$$
$$C_{11}=1.047908-0.010511+0.004299=1.041696,$$
$$C_{12}=0.350628-0.001723+0=0.348905,$$

or 83.7, 166.9 and 55.9 GPa. The covariance term of $C_{11}$ is small against that of $C_{44}$ because $\Lambda_1=0$ removes its $T$-independent part. The definition can be evaluated without (6), by integrating $e^{-U/T}$ over the Cartesian relative coordinate in deformed cells, multiplying by $V(\eta)$, and taking five-point differences of $-T\ln$ of the product. This gives the same three values to six decimals. Combining the coefficient $2NT/V$ with the covariance of $\sigma^U$ would give $C_{44}=0.524485$, too high by $0.4\%$ of $C_{44}$.

The pressure from (6) at 600 K is $0.004911$ eV/Å$^3$, of which $0.002149$ is $NT/V$. Then (7) gives $B_{11}=1.036785$, $B_{12}=0.353816$, $B_{44}=0.517424$, and central differences of the mean stress evaluated in slightly strained cells give $1.036785$, $0.353817$, $0.517424$. At this fixed volume $C_{44}$ lies above its zero-temperature value $0.519615$ while $B_{44}$ lies below it, because $P$ exceeds the rise of $C_{44}$.

Equation (14), with finite differences of the eigenvalues along the relaxed path, gives for the 2-atom cell $dC_{44}/dT=4.528\times10^{-6}$ and $dC_{11}/dT=3.950\times10^{-6}$ eV/Å$^3$/K, and the extrapolation of $[C(T)-C(0)]/T$ from 5 and 10 K gives the same figures. The linear law predicts a rise of $600\times4.528\times10^{-6}=0.002717$ in $C_{44}$, against $0.522335-0.519615=0.002720$ from the table. In the 16-atom cell (14) gives slopes of the opposite sign, $-4.98\times10^{-6}$ for $C_{44}$ and $-2.14\times10^{-5}$ for $C_{11}$. In that cell the three zone-centre modes and the $I$ term together contribute one eighth of the positive 2-atom slope, because $V$ is eight times larger, so the negative total comes from the 42 modes at nonzero wave vector. The thermal shifts of the table belong to the 2-atom cell, and neither cell represents the bulk crystal. Evaluated over the wave vectors of cells with 2000 and 5488 atoms, (14) gives $-7.25\times10^{-6}$ and $-7.26\times10^{-6}$ for $C_{44}$ and $-2.18\times10^{-5}$ in both for $C_{11}$. The 16-atom slope of $C_{44}$ is thus about 30% too small in magnitude and that of $C_{11}$ about 2%, and at fixed volume the bulk model softens on heating where the 2-atom cell stiffens.

Numerical values quoted here were computed with a short program.
